**Gate voltage for one fourfold Landau level in silicon**

The program examines the leading result $\Delta V=4e^2B/(hC_{ox})$, where $B$ is the magnetic field and $C_{ox}$ the oxide capacitance per area. For 10 T and 20 nm of silicon dioxide it gives 0.8975 V. A lattice torus threaded by eight flux quanta is diagonalized, and the program asserts that the density of states in each of the two lowest levels equals $eB/h$ and that their spacing agrees with $\hbar eB/m_t$ within 3%, where $m_t$ is the mass along the surface. A self-consistent Schrödinger–Poisson solution through oxide and silicon gives 0.9257 V between filling factors 4 and 8. The program asserts that this equals the sum of the oxide term, the rise of the subband bottom and the Landau spacing. It also asserts the Airy level of a triangular well, the order of the subbands, and the agreement of real-space and momentum-space exchange integrals. The remaining output sizes exchange, depletion change, Zeeman splitting, temperature, scattering, oxide field and tunnelling for the same device.

## Numerical check

```python
# RESULT UNDER TEST
# Filling one fourfold (2 spins x 2 valleys) Landau level of a (100) silicon
# inversion layer takes the gate-voltage interval
#     dV = 4 e^2 B / (h C_ox),   C_ox = eps_ox / t_ox   (leading order).
# Between gap centres, the Fermi-level difference read by a voltmeter is
#     dV_full = 4 e^2 B/(h C_ox) + d(E0 - Ec(0))/e + hbar*omega_c/e.
# B: magnetic field; t_ox: oxide thickness; E0: subband bottom;
# Ec(0): conduction-band edge at the silicon surface; omega_c = e B / m_t.
# Lengths in nm, energies in eV, sheet densities in nm^-2 unless marked SI.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.special import ai_zeros, eval_genlaguerre, factorial

e, h, hbar = const.e, const.h, const.hbar
m0, eps0, kB = const.m_e, const.epsilon_0, const.k

# Inputs (rough typical values for a silicon MOSFET)
B = 10.0               # T
t_ox = 20.0            # nm
k_ox, k_si = 3.9, 11.7 # relative permittivities
m_t, m_l = 0.19, 0.916 # transverse and longitudinal mass / m0
N_dep = 4.0e-3         # depletion density, nm^-2 (4e11 cm^-2)
phi_dep = 1.1          # band bending of the depletion layer, V
mobility = 1.0         # m^2/Vs (1e4 cm^2/Vs)
barrier, m_ox = 3.1, 0.4  # oxide barrier in eV, tunnelling mass / m0

# Leading result
n_one = e * B / h * 1e-18
n_four = 4 * n_one
C_ox = k_ox * eps0 / (t_ox * 1e-9)            # F/m^2
dV_lead = 4 * e**2 * B / (h * C_ox)
hw = hbar * B / (m_t * m0)                    # eV
length_B = np.sqrt(hbar / (e * B)) * 1e9

# TEST: Landau degeneracy and spacing from a lattice torus in a field
nx, ny = 96, 8
a = np.sqrt(h / (e * B * nx)) * 1e9           # torus closes in x
hop = hbar**2 / (2 * m_t * m0 * (a * 1e-9)**2) / e
H = np.zeros((nx * ny, nx * ny), complex)
for ix in range(nx):
    phase = np.exp(1j * e * B * (a * 1e-9)**2 * ix / hbar)
    for iy in range(ny):
        s = ix * ny + iy
        right = ((ix + 1) % nx) * ny + iy
        up = ix * ny + (iy + 1) % ny
        H[s, s] += 4 * hop
        H[right, s] -= hop
        H[s, right] -= hop
        H[up, s] -= hop * phase
        H[s, up] -= hop * np.conj(phase)
levels = np.linalg.eigvalsh(H)
area = nx * ny * a**2
count1 = int(np.sum(levels < hw))
count2 = int(np.sum(levels < 2 * hw))
density_lattice = (count2 - count1) / area
assert abs(count1 / area / n_one - 1) < 1e-6
assert abs(density_lattice / n_one - 1) < 1e-6
spacing = levels[count1:count2].mean() - levels[:count1].mean()
# finite lattice constant lowers the spacing by between one and two percent
assert abs(spacing / hw - 1) < 0.03

# Self-consistent Schroedinger-Poisson solution through oxide and silicon
step = 0.1
n_ox, n_si = int(round(t_ox / step)), 400
z = step * np.arange(1, n_si + 1)
kin0 = hbar**2 / (2 * m0) / e * 1e18          # eV nm^2
q = e / eps0 * 1e9                            # V nm
links = np.where(np.arange(n_ox + n_si) < n_ox, k_ox, k_si) / step
bands = np.zeros((3, n_ox + n_si))
bands[0, 1:] = links[1:]
bands[1] = -(links + np.append(links[1:], 0.0))
bands[2, :-1] = links[1:]


def band_edge(n_inv, prob):
    """Electron potential energy; the gate is the zero of potential."""
    rhs = np.zeros(n_ox + n_si)
    rhs[n_ox:] = q * n_inv * prob
    rhs[-1] += q * N_dep                     # field of the deep depletion charge
    return -solve_banded((1, 1), bands, rhs)


def subbands(edge, mass):
    kin = kin0 / mass / step**2
    return eigh_tridiagonal(edge[n_ox:] + 2 * kin, -kin * np.ones(n_si - 1),
                            select='i', select_range=(0, 1))


def hartree(n_inv):
    prob = z**2 * np.exp(-z / 0.8)
    prob /= prob.sum()
    change = 1.0
    for _ in range(500):
        edge = band_edge(n_inv, prob)
        energy, wave = subbands(edge, m_l)
        new = wave[:, 0]**2
        change = np.max(np.abs(new - prob))
        if change < 1e-11:
            break
        prob = prob + 0.4 * (new - prob)
    assert change < 1e-11
    primed = subbands(edge, m_t)[0][0]
    return dict(E0=energy[0], E1=energy[1], Ep=primed,
                Ec=edge[n_ox - 1], depth=float(np.sum(z * prob)))


# TEST: solver against the Airy level of a triangular well
empty = hartree(0.0)
force = q * N_dep / k_si
airy = -ai_zeros(1)[0][0] * (kin0 / m_l * force**2)**(1 / 3)
assert abs((empty['E0'] - empty['Ec']) / airy - 1) < 2e-3

# TEST: gate-voltage difference between filling factors 4 and 8
s4, s8 = hartree(n_four), hartree(2 * n_four)
V4, V8 = s4['E0'] + hw, s8['E0'] + 2 * hw     # Fermi level at gap centres
dV_full = V8 - V4
rise4, rise8 = s4['E0'] - s4['Ec'], s8['E0'] - s8['Ec']
d_rise = rise8 - rise4
assert abs(dV_full - (dV_lead + d_rise + hw)) < 1e-6
assert 0 < dV_full / dV_lead - 1 < 0.08

# TEST: the next empty level belongs to the lowest subband
hw_primed = hbar * B / (np.sqrt(m_t * m_l) * m0)
for filled, s in ((1, s4), (2, s8)):
    next_level = (filled + 0.5) * hw
    assert next_level < s['E1'] - s['E0'] + 0.5 * hw
    assert next_level < s['Ep'] - s['E0'] + 0.5 * hw_primed


# Exchange size: ideal thin layer, units of e^2/(4 pi eps length_B)
def exchange_real(n, m):
    f = lambda r: (np.exp(-r*r/2) * eval_genlaguerre(n, 0, r*r/2)
                   * eval_genlaguerre(m, 0, r*r/2))
    return -quad(f, 0, 14)[0]


def exchange_momentum(n, m):
    hi, lo = max(n, m), min(n, m)
    f = lambda k: (factorial(lo) / factorial(hi) * (k*k/2)**(hi - lo)
                   * np.exp(-k*k/2)
                   * eval_genlaguerre(lo, hi - lo, k*k/2)**2)
    return -quad(f, 0, 14)[0]


for n in range(3):
    for m in range(2):
        assert abs(exchange_real(n, m) - exchange_momentum(n, m)) < 1e-7


def gap_centre_exchange(filled):
    top = sum(exchange_real(filled - 1, m) for m in range(filled))
    nxt = sum(exchange_real(filled, m) for m in range(filled))
    return (top + nxt) / 2


k_mean = (k_ox + k_si) / 2
coulomb = q / (4 * np.pi * k_mean * length_B)
d_exchange = coulomb * (gap_centre_exchange(2) - gap_centre_exchange(1))
assert abs(d_exchange) < 0.05 * dV_lead

# Other neglected effects
d_phi = d_rise + hw - q / k_si * n_four * (2 * s8['depth'] - s4['depth'])
dV_dep = q * N_dep * d_phi / (2 * phi_dep) * t_ox / k_ox
doping = N_dep**2 * q / (2 * k_si * phi_dep) * 1e21   # cm^-3
zeeman = 2 * const.physical_constants['Bohr magneton'][0] * B / e
kT_cold, kT_room = kB * 4.2 / e, kB * 300 / e
broadening = hw / (mobility * B)
field = q * (2 * n_four + N_dep) / k_ox               # V/nm
exponent = 2 * quad(lambda x: np.sqrt(max(barrier - field * x, 0.0)
                                      * m_ox / kin0), 0, t_ox)[0]
assert abs(dV_dep) < 0.01 * dV_lead
assert kT_cold < hw < kT_room and broadening < hw and zeeman < hw

print(f"Magnetic field: {B:.1f} T")
print(f"Oxide thickness: {t_ox:.1f} nm")
print(f"Relative permittivity, oxide: {k_ox:.1f}; silicon: {k_si:.1f}")
print(f"Masses / m0, transverse: {m_t:.3f}; longitudinal: {m_l:.3f}")
print(f"Depletion density: {N_dep*1e14:.2e} cm^-2")
print(f"Depletion band bending: {phi_dep:.2f} V")
print(f"Implied acceptor doping: {doping:.2e} cm^-3")
print(f"Mobility: {mobility*1e4:.0f} cm^2/Vs")
print(f"States per spin and valley, eB/h: {n_one*1e14:.4e} cm^-2")
print(f"States in fourfold level: {n_four*1e14:.4e} cm^-2")
print(f"Oxide capacitance: {C_ox*1e2:.4f} uF/cm^2")
print(f"Charge in fourfold level: {e*n_four*1e20:.4f} uC/cm^2")
print(f"LEADING gate interval: {dV_lead:.4f} V")
print(f"Leading interval per tesla: {dV_lead/B*1e3:.2f} mV/T")
print(f"Lattice torus: states in levels 0, 1: {count1}, {count2-count1}")
print(f"Lattice torus: flux quanta: {area*n_one:.4f}")
print(f"Lattice spacing / (hbar omega_c): {spacing/hw:.4f}")
print(f"Landau spacing hbar omega_c: {hw*1e3:.3f} meV")
print(f"E0-Ec(0) at filling 4: {rise4*1e3:.2f} meV")
print(f"E0-Ec(0) at filling 8: {rise8*1e3:.2f} meV")
print(f"Subband-rise correction: {d_rise*1e3:.2f} mV")
print(f"Interval within sharp level: {dV_lead+d_rise:.4f} V")
print(f"HARTREE interval, gap to gap: {dV_full:.4f} V")
print(f"Hartree excess over leading: {(dV_full/dV_lead-1)*100:.2f} %")
print(f"Mean electron depth at filling 4: {s4['depth']:.3f} nm")
print(f"Mean electron depth at filling 8: {s8['depth']:.3f} nm")
print(f"E1-E0 at filling 8: {(s8['E1']-s8['E0'])*1e3:.2f} meV")
print(f"Primed subband-E0 at filling 8: {(s8['Ep']-s8['E0'])*1e3:.2f} meV")
print(f"Magnetic length: {length_B:.3f} nm")
print(f"Coulomb energy at that length: {coulomb*1e3:.2f} meV")
print(f"Exchange shift, thin layer: {d_exchange*1e3:.2f} mV")
print(f"Shift from depletion change: {dV_dep*1e3:.3f} mV")
print(f"Zeeman splitting, g=2: {zeeman*1e3:.3f} meV")
print(f"kT at 4.2 K: {kT_cold*1e3:.3f} meV")
print(f"kT at 300 K: {kT_room*1e3:.2f} meV")
print(f"Collision broadening hbar/tau: {broadening*1e3:.3f} meV")
print(f"Oxide field at filling 8: {field*10:.3f} MV/cm")
print(f"Oxide barrier: {barrier:.1f} eV; mass / m0: {m_ox:.1f}")
print(f"Tunnelling probability: 10^(-{exponent/np.log(10):.1f})")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Magnetic field: 10.0 T
Oxide thickness: 20.0 nm
Relative permittivity, oxide: 3.9; silicon: 11.7
Masses / m0, transverse: 0.190; longitudinal: 0.916
Depletion density: 4.00e+11 cm^-2
Depletion band bending: 1.10 V
Implied acceptor doping: 1.12e+16 cm^-3
Mobility: 10000 cm^2/Vs
States per spin and valley, eB/h: 2.4180e+11 cm^-2
States in fourfold level: 9.6720e+11 cm^-2
Oxide capacitance: 0.1727 uF/cm^2
Charge in fourfold level: 0.1550 uC/cm^2
LEADING gate interval: 0.8975 V
Leading interval per tesla: 89.75 mV/T
Lattice torus: states in levels 0, 1: 8, 8
Lattice torus: flux quanta: 8.0000
Lattice spacing / (hbar omega_c): 0.9837
Landau spacing hbar omega_c: 6.093 meV
E0-Ec(0) at filling 4: 54.98 meV
E0-Ec(0) at filling 8: 77.10 meV
Subband-rise correction: 22.12 mV
Interval within sharp level: 0.9196 V
HARTREE interval, gap to gap: 0.9257 V
Hartree excess over leading: 3.14 %
Mean electron depth at filling 4: 2.387 nm
Mean electron depth at filling 8: 2.110 nm
E1-E0 at filling 8: 28.46 meV
Primed subband-E0 at filling 8: 28.40 meV
Magnetic length: 8.113 nm
Coulomb energy at that length: 22.75 meV
Exchange shift, thin layer: -8.02 mV
Shift from depletion change: 0.135 mV
Zeeman splitting, g=2: 1.158 meV
kT at 4.2 K: 0.362 meV
kT at 300 K: 25.85 meV
Collision broadening hbar/tau: 0.609 meV
Oxide field at filling 8: 1.083 MV/cm
Oxide barrier: 3.1 eV; mass / m0: 0.4
Tunnelling probability: 10^(-78.9)
ALL CHECKS PASSED
```
